# Why second-variation spin-orbit coupling underbinds p1/2 states near heavy nuclei

In a calculation on lead or bismuth that adds spin-orbit coupling by second variation, one must decide whether the usual scalar-relativistic partial waves are enough, or whether a special p1/2 radial function has to be added. Second variation first solves the problem without spin-orbit coupling and then diagonalizes the spin-orbit term in a finite set of the resulting states. The decision hangs on how well those states can imitate a p1/2 wave close to the nucleus. A hydrogen-like ion with the nuclear charge of lead, $Z=82$, shows what goes wrong, since its Dirac levels are known in closed form.

## What the scalar-relativistic equation leaves out

Hartree atomic units are used, with a point nucleus, $V=-Z/r$, and energies counted without the rest energy. The large and small radial components $g$ and $f$ obey

$$g'+\frac{\kappa+1}{r}g=2Mc\,f,\qquad f'+\frac{1-\kappa}{r}f=\frac{V-\varepsilon}{c}\,g,$$

with $M=1+(\varepsilon-V)/(2c^2)$. For $l=1$, $\kappa=1$ is p1/2 and $\kappa=-2$ is p3/2. Write $w=1/(2M)$. Since $M'=-V'/(2c^2)$,

$$w'=-\frac{M'}{2M^2}=\frac{V'}{4M^2c^2}.$$

The first equation gives $cf=w[g'+(\kappa+1)g/r]$. Inserting this in the second, multiplied by $-c$, gives

$$-\left(\frac{d}{dr}+\frac{1-\kappa}{r}\right)w\left(g'+\frac{\kappa+1}{r}g\right)+Vg=\varepsilon g.$$

In the product, the terms in $wg'/r$ have the coefficient $(\kappa+1)+(1-\kappa)=2$. Those in $wg/r^2$ have $-(\kappa+1)+(1-\kappa^2)=-\kappa(\kappa+1)=-l(l+1)$. The derivative of $w$ leaves $(\kappa+1)w'g/r$. Therefore

$$-\frac{1}{r^2}(r^2wg')'+\frac{l(l+1)}{r^2}wg-\frac{\kappa+1}{r}w'g+Vg=\varepsilon g.$$

Nothing has been approximated. The scalar-relativistic (SR) equation drops the term with $\kappa+1$. Because $\mathbf L\cdot\mathbf S=-(\kappa+1)/2$, which is $-1$ for p1/2 and $+1/2$ for p3/2, the dropped term is

$$h_{\rm so}=\mathbf L\cdot\mathbf S\,\frac{V'}{2M^2c^2r}.$$

Second variation puts this same term back, so in this model the operator is not at fault. What remains to be examined is the set of functions in which it is diagonalized.

## Spin-orbit coupling removes the centrifugal barrier

Compare the spin-orbit term with the centrifugal term $2wg/r^2$. For p1/2 the ratio of their magnitudes is

$$\frac{2w'/r}{2w/r^2}=\frac{rw'}{w}=\frac{rV'}{2Mc^2}\simeq\frac{r_0}{r+r_0},\qquad r_0=\frac{Z}{2c^2}.$$

The last form neglects $\varepsilon/(2c^2)$ beside 1, so that $M\simeq1+r_0/r$. Here $r_0=0.0022$ bohr. At $r=0.01$ bohr the spin-orbit term cancels about 18% of the barrier, and as $r\to0$ it cancels all of it. For $r\ll r_0$ a p1/2 electron therefore meets almost no net barrier, much like an s electron. For p3/2 the term has the opposite sign and half the size, so the barrier grows by at most one half.

The powers of $r$ follow from the same limit. For $r\ll r_0$, $w\to c^2r/Z$ and $w'\to c^2/Z$. With $g=r^s$, the four terms on the left all go as $r^{s-1}$, while $\varepsilon g$ is smaller by one power of $r$. Multiplying their coefficients by $Z/c^2$ gives

$$-s(s+2)+2-(\kappa+1)-(Z/c)^2=0,$$

and hence

$$(s+1)^2=3-(\kappa+1)-(Z/c)^2.$$

The SR equation lacks the $-(\kappa+1)$. The positive root for $s+1$ is taken; the other makes the norm diverge at the origin. With $Z/c=0.5984$,

- SR p: $s=\sqrt{3-0.3581}-1=0.625$;
- p1/2: $s=\sqrt{1-0.3581}-1=-0.199$;
- p3/2: $s=\sqrt{4-0.3581}-1=0.908$.

The SR wave vanishes at the nucleus, whereas the p1/2 wave weakly diverges. Since the energy does not enter $s$, SR waves at other energies, and energy derivatives of SR waves, do not supply the missing power.

The difference is not confined to the immediate neighbourhood of the origin. With $\int r^2g^2dr=1$, the computed 2p amplitudes at $10^{-3}$ bohr are 29 for SR, 120 for p1/2 and 17 for p3/2, in bohr$^{-3/2}$. At 0.05 bohr all three lie between 80 and 81.

This matters because a real nucleus has a finite radius, roughly $10^{-4}$ bohr. Inside it $V$ and $M$ stay finite, the spin-orbit term is no longer singular, and the large component of p1/2 finally goes as $r$. The divergence is then cut off, but the mismatch at $10^{-3}$ bohr lies well outside the nucleus. The numbers here are for a point nucleus. A uniformly charged nucleus of radius $1.34\times10^{-4}$ bohr leaves the p1/2 amplitude at $10^{-3}$ bohr at 119 and lowers the 2p1/2 errors tabulated below by only about 0.04 hartree.

## Why the error has a definite sign

Multiply the equation for $g$ by $r^2g$ and integrate, taking the derivative term by parts. The boundary term $r^2wgg'$ goes as $r^{2s+2}$ at the origin and vanishes; at the outer end $g=0$. The energy form is

$$Q[g]=\int\left[r^2wg'^2+\kappa(\kappa+1)wg^2-(\kappa+1)rw'g^2+r^2Vg^2\right]dr.$$

It can be written more compactly. Expanding a square gives

$$r^2w\left(g'+\frac{\kappa+1}{r}g\right)^2=r^2wg'^2+(\kappa+1)rw(g^2)'+(\kappa+1)^2wg^2,$$

and by parts $\int rw(g^2)'dr=-\int(w+rw')g^2dr$. The terms in $wg^2$ then add up to $(\kappa+1)^2-(\kappa+1)=\kappa(\kappa+1)$, as required, so

$$Q[g]=\int r^2\left[w\left(g'+\frac{\kappa+1}{r}g\right)^2+Vg^2\right]dr.$$

The min-max principle needs $Q$ to be bounded below. The danger lies at small $r$, where the singular part of $Q$ is

$$\frac{c^2}{Z}\int\left[r^3g'^2+\left((s+1)^2-1\right)rg^2\right]dr.$$

From $\int r(rg'+g)^2dr\ge0$ and one integration by parts, $\int r^3g'^2dr\ge\int rg^2dr$. The singular part is therefore not negative as long as $(s+1)^2\ge0$, which for p1/2 means $Z\le c$.

Now hold $\varepsilon$ fixed inside $M$ and call the eigenvalue $\lambda(\varepsilon)$. The Dirac level $E$ solves $\lambda(\varepsilon)=\varepsilon$. Raising $\varepsilon$ raises $M$ and lowers $w$, so $Q$ cannot rise for any $g$, and $\lambda(\varepsilon)$ cannot rise either. For 2p1/2 it goes from $-956.6$ to $-959.2$ hartree as $\varepsilon$ goes from $-1000$ to $-900$.

A finite basis gives $\lambda_N(\varepsilon)\ge\lambda(\varepsilon)$ at each $\varepsilon$. This holds even when the basis is rebuilt for each $\varepsilon$, as the SR states used below are. The finite-basis level $\varepsilon_N$ obeys $\varepsilon_N=\lambda_N(\varepsilon_N)\ge\lambda(\varepsilon_N)$, so $\lambda(\varepsilon_N)-\varepsilon_N\le0$. Since $\lambda(\varepsilon)-\varepsilon$ falls strictly as $\varepsilon$ rises and vanishes at $E$, it follows that $\varepsilon_N\ge E$. The finite basis therefore underbinds, unless it happens to contain the Dirac function.

Two conditions belong to this bound. The energy in $M$ must not lie above the computed level $\lambda_N(\varepsilon)$. A code that fixes $\varepsilon$ makes a further error, but under this condition the bound survives: if $\varepsilon\le E$, then $\lambda_N(\varepsilon)\ge\lambda(\varepsilon)\ge\lambda(E)=E$; if $E<\varepsilon\le\lambda_N(\varepsilon)$, the computed level lies above $E$ at once. If $\varepsilon$ lies above the computed level, the bound is no longer guaranteed: in a complete basis, $\varepsilon=-900$ hartree gives $-959.2$ hartree, which is below $E$. Fixing $\varepsilon$ at the SR level, $-885.7$ hartree, is such a case for p1/2: a small SR basis still lies above $E$, but the complete basis lies 1.9 hartree below it. For a higher level, the lower states of the same symmetry must be within reach of the same diagonalization. If they are left out, as when the core is treated separately, the bound is lost. The remaining SR states are not orthogonal to the lower Dirac states, so min-max holds the lowest eigenvalue only above the lowest p1/2 level, and as the set grows it can fall below the Dirac level it stands for.

## The size of the error

The ion is placed in a sphere of radius 0.8 bohr, which leaves the levels used here undisturbed. The SR states $\varphi_n$ are computed with the same $\varepsilon$ in $M$ as the level sought and vanish at its surface, and second variation diagonalizes

$$H_{mn}=\lambda_n^{\rm SR}\delta_{mn}+\int r^2\varphi_mh_{\rm so}\varphi_n\,dr.$$

With one SR state this is a first-order treatment: the spin-orbit term is averaged over an SR density that cannot contract towards the nucleus. The 2p1/2 level comes out at $-941.27$ hartree, against the Dirac value $-957.68$. The error is 16.4 hartree, or 447 eV. The SR level is $-885.67$ hartree, so of the 72.0 hartree by which the Dirac level lies lower, 23% is missed.

The p3/2 level is also too high, but by 2.4 hartree. The 2p splitting is therefore too small by $16.4-2.4=14.0$ hartree: 83.5 instead of 97.5.

The missing energy begins at second order in $h_{\rm so}$, and so with $(\mathbf L\cdot\mathbf S)^2$. That alone would make the p1/2 error $1/(1/2)^2=4$ times the p3/2 error. The computed ratio is 6.9. The excess comes from the higher orders, which distinguish the sign of $\mathbf L\cdot\mathbf S$: they enlarge the p1/2 error and reduce the p3/2 error. The different $\varepsilon$ in $M$ for the two levels hardly changes the ratio.

More SR states help slowly. These are the errors relative to the Dirac levels, in hartree:

| SR states | 2p1/2 | 2p3/2 |
|---:|---:|---:|
| 1 | 16.4 | 2.39 |
| 8 | 13.1 | 1.52 |
| 16 | 10.5 | 1.01 |
| 64 | 3.9 | 0.15 |

A sum of functions that vanish at the origin can still approach the p1/2 energy. Altering $g$ inside a small radius $\delta$ changes $Q$ by an amount of order $\delta^{2s+2}$, which goes to zero with $\delta$. The price is that very short lengths must be resolved. The 64th SR state has a mean node spacing of $0.8/64=0.0125$ bohr, still about six times $r_0$, which probably explains the slow convergence. The number of states needed depends on the sphere and cannot be carried over to a solid.

## What one added function does

Add to 16 SR states a single function $r^pe^{-ar}(1-r/R)$, where $R$ is the sphere radius. Four decay constants $a$ were tried, from 41 to 328 bohr$^{-1}$, once with the p1/2 power and once, as a control, with the SR power.

Without the function the 2p1/2 error is 10.5 hartree. The best function with the p1/2 power brings it to 0.34 hartree, and the best control to 1.8 hartree. Much of the error is thus a lack of short-range freedom of any kind, and even a function with the wrong power removes 83% of it. Among the four decay constants tried, the p1/2 power leaves an error about five times smaller again (about 3.5 times with the finite nucleus, 0.50 against 1.7 hartree); this factor belongs to this form of function and is not a general gain. The exact exponent is not what produces it: $p=0$, finite at the nucleus, does better still at all four decay constants, with 0.13 hartree at best. What counts is that the function stays large at distances of order $r_0$, where the SR waves are small.

The power does not work regardless of the decay. At $a=164$ and 328 bohr$^{-1}$ the control is the better of the two; the p1/2 power wins at 41 and 82 bohr$^{-1}$. The added function must have the right shape over the whole inner region, not just at the origin. A radial solution of the Dirac equation with $\kappa=1$, used as a local orbital, has the right power by construction and follows the p1/2 wave outward as well.

## From the ion to the valence shell

The valence p1/2 state of lead or bismuth is far less bound than 2p1/2, but near the nucleus its energy hardly enters the radial equation, and screening adds little more than a constant to the potential. It therefore has nearly the same shape there, multiplied by a smaller amplitude. Once the basis describes the smooth outer part, the remaining error is quadratic in the missing inner part, and should scale with the squared amplitude near the nucleus.

The ion allows a check. With 64 SR states the 3p1/2 error is 1.35 hartree, which is 0.349 of the 2p1/2 error. The ratio of $g^2$ at $10^{-5}$ bohr is 0.348. The scaling argument is only approximate, so the closeness in the third digit should not be read as its accuracy; the program requires agreement within 20%.

For a valence state this factor is much smaller, so the errors of the ion are not estimates of valence shifts. What carries over is the mechanism and, under the conditions given above, the sign in a fixed potential. A self-consistent calculation also changes the potential, which this model does not describe. If the position of a p1/2 band or the size of a p splitting matters, the safe choice is to add the p1/2 function, with the lower p states kept in the same diagonalization, and see how far the level moves down. An added function can never raise an eigenvalue; without the lower states it can pull the level below its Dirac value, and a downward move is then no sign of improvement. The numerical check computes, for the point nucleus, the powers, the levels, the table, the 3p1/2 comparison and the scans with the p1/2 and SR powers; it treats no valence state.

## Table of computed values

```
Z = 82, c = 137.0360 a.u., Z/c = 0.59838, R = 0.8 bohr
radius Z/(2c^2) where M is about 2: 0.00218 bohr
power s in g ~ r^s: formula, measured
  SR p: 0.6254, 0.6255
  p1/2: -0.1988, -0.1981
  p3/2: 0.9084, 0.9083
|g| (bohr^-1.5), norm int r^2 g^2 dr = 1: r/bohr, SR 2p, 2p1/2, 2p3/2
  1e-05  1.6013  243.6938  0.2730
  1e-04  6.7758  157.6202  2.2023
  1e-03  29.1033  120.4464  17.1885
  1e-02  110.6517  156.8238  96.2434
  5e-02  80.8772  80.5150  80.5494
SR 2p level: -885.6729 hartree; by integration -885.6729
Dirac 2p1/2: formula -957.6812, splines -957.6812 hartree
Dirac 2p3/2: formula -860.2016, splines -860.2016 hartree
Dirac 3p1/2: formula -414.3289, splines -414.3289 hartree
lambda(-1000) = -956.5739, lambda(-900) = -959.1905 hartree
second variation minus Dirac (hartree): SR states, 2p1/2, 2p3/2
   1  16.415400  2.388541
   2  14.914001  1.962809
   4  14.203305  1.783046
   8  13.065202  1.520188
  16  10.469699  1.007915
  32  7.041151  0.485228
  64  3.865290  0.154559
one SR state: 2p1/2 level -941.2658 hartree
one SR state: 2p3/2 level -857.8130 hartree
one SR state: 2p1/2 error 446.69 eV
one SR state: error ratio p1/2 to p3/2 6.87
2p splitting: Dirac 97.4796, one SR state 83.4528 hartree
64 SR states: 3p1/2 error 1.349849 hartree
3p/2p ratio: errors 0.3492, g^2 at 1e-5 bohr 0.3481
16 SR states + 1 function, 2p1/2 error (hartree):
  decay (1/bohr), p1/2 power, SR power
  41  0.342214  2.413990
  82  0.888112  2.487383
  164  3.444403  1.776680
  328  6.976794  4.652281
best: p1/2 power 0.342214, SR power 1.776680
```
